# Cancellation of infrared divergences in $\gamma^*\to f\bar f$ at first order in $\alpha$, part 1

(Sections cited here and not found follow in the second part.)

## The physical situation

An electron and a positron annihilate into a virtual photon of invariant mass $\sqrt s$, and the photon turns into a charged fermion pair with $s\gg m^2$, so that the fermion mass $m$ can be dropped. At order $\alpha$ the pair can exchange a photon or radiate one. Each rate is infinite. A massless fermion alone is degenerate in energy with a fermion accompanied by a photon of vanishing energy, or by a photon of any energy moving exactly parallel to it, and perturbation theory between degenerate states has vanishing denominators. A total rate, or any measurement that does not separate such states, counts their sum. A photon below the detector's energy threshold always goes unseen; a hard collinear photon can be separated from the charged fermion, and that case is taken up near the end. The Kinoshita-Lee-Nauenberg (KLN) theorem states that probabilities summed over all degenerate final and initial states are finite order by order. Here the decaying state is neutral and off shell and has no degenerate partners, so the sum over final states should suffice. We verify this at first order in $\alpha$, which illustrates the theorem without proving it in general, and find

$$\frac{\Gamma}{\Gamma_0}=1+\frac{3\alpha}{4\pi}+O(\alpha^2).$$

Only photons attached to the produced pair are included. Vacuum polarization of the $\gamma^*$ and radiation from its source are separate corrections. For charge $Qe$, replace $\alpha$ by $\alpha Q^2$.

## Conventions

We use $\hbar=c=1$, metric $(+,-,-,-)$, Feynman gauge and $d=4-2\epsilon$, with coupling $e^2\mu^{2\epsilon}$ and $\alpha=e^2/4\pi$. We write $\hat p=\gamma_\mu p^\mu$, and $p_1$, $p_2$ are the momenta of fermion and antifermion, so $\bar u(p_1)\hat p_1=0$ and $\hat p_2v(p_2)=0$. Moving $\gamma_\nu$ to the left with $\hat a\gamma_\nu=2a_\nu-\gamma_\nu\hat a$ and $\gamma^\nu\gamma_\nu=d$ gives in turn

$$\gamma^\nu\hat a\gamma_\nu=(2-d)\hat a,$$
$$\gamma^\nu\hat a\hat b\gamma_\nu=2\hat b\hat a-(2-d)\hat a\hat b=4a\cdot b-2\epsilon\,\hat a\hat b,$$
$$\gamma^\nu\hat a\hat b\hat c\gamma_\nu=2\hat c\hat a\hat b-(4a\cdot b-2\epsilon\hat a\hat b)\hat c=-2\hat c\hat b\hat a+2\epsilon\,\hat a\hat b\hat c .$$

The squared current, summed over spins and integrated over all final momenta, is a tensor $H^{\mu\nu}$ that depends only on $q$, with $q^2=s$. Current conservation fixes $H^{\mu\nu}=(q^\mu q^\nu-sg^{\mu\nu})h$, so $-g_{\mu\nu}H^{\mu\nu}=(d-1)sh$. Every rate is proportional to $h$, and ratios of rates equal ratios of $-g_{\mu\nu}H^{\mu\nu}$. At Born level, with $2p_1\cdot p_2=s$,

$$T_2=-\mathrm{Tr}[\hat p_1\gamma^\mu\hat p_2\gamma_\mu]=(d-2)\,\mathrm{tr}1\;p_1\cdot p_2=(1-\epsilon)\,s\,\mathrm{tr}1 .$$

$\Gamma_0$ always means the $d$-dimensional Born rate, proportional to $T_2\Phi_2$ with $\Phi_2$ the two-body phase space.

All parameter integrals follow from one formula. On the triangle $u,v>0$, $u+v<1$, the substitution $u=rt$, $v=r(1-t)$ with Jacobian $r$ produces two Euler beta functions, and

$$\int du\,dv\;u^{a-1}v^{b-1}(1-u-v)^{c-1}=\frac{\Gamma(a)\Gamma(b)\Gamma(c)}{\Gamma(a+b+c)} .$$

## The vertex correction

Two vertices $-ie\gamma^\nu$, two fermion propagators with a factor $i$ each and a photon propagator $-ig_{\nu\nu'}/\ell^2$ give $(-ie)^2i^2(-i)=-ie^2$. The Born vertex $\gamma^\mu$ receives the addition

$$\delta\Gamma^\mu=-ie^2\mu^{2\epsilon}\int\!\frac{d^d\ell}{(2\pi)^d}\frac{\gamma^\nu(\hat\ell+\hat p_1)\gamma^\mu(\hat\ell-\hat p_2)\gamma_\nu}{\ell^2(\ell+p_1)^2(\ell-p_2)^2}.$$

Combine denominators with $1/ABC=2\int dx\,dy\,[zA+xB+yC]^{-3}$, $z=1-x-y$. Since $p_i^2=0$, the bracket is $\ell^2+2\ell\cdot(xp_1-yp_2)=L^2-\Delta$, with $\ell=L-xp_1+yp_2$ and $\Delta=(xp_1-yp_2)^2=-xys$.

Terms odd in $L$ integrate to zero, and $L^\alpha L^\beta\to L^2g^{\alpha\beta}/d$ by symmetry. The quadratic term is $(L^2/d)\gamma^\nu\gamma^\alpha\gamma^\mu\gamma_\alpha\gamma_\nu=(d-2)^2L^2\gamma^\mu/d$. The $L$-independent term is $\gamma^\nu\hat a\gamma^\mu\hat c\gamma_\nu=-2\hat c\gamma^\mu\hat a+2\epsilon\,\hat a\gamma^\mu\hat c$, with $a=(1-x)p_1+yp_2$ and $c=-xp_1-(1-y)p_2$. Between the spinors a $\hat p_1$ on the far left or a $\hat p_2$ on the far right vanishes, which leaves

$$[\,2(1-x)(1-y)-2\epsilon xy\,]\;\hat p_2\gamma^\mu\hat p_1 .$$

Now $\hat p_2\gamma^\mu\hat p_1=2p_2^\mu\hat p_1-\gamma^\mu\hat p_2\hat p_1$. The first term dies on $\bar u$, and $\hat p_2\hat p_1v=(s-\hat p_1\hat p_2)v=sv$. The term is therefore $N_0\gamma^\mu$ with $N_0=s[-2(1-x)(1-y)+2\epsilon xy]$. Only the structure $\gamma^\mu$ appears, so $\delta\Gamma^\mu=F_1\gamma^\mu$.

For $s<0$ we have $\Delta>0$ and may rotate $L^0=iL_E^0$, so that $d^dL=i\,d^dL_E$ and $L^2=-L_E^2$. With the solid angle $\Omega_n=2\pi^{n/2}/\Gamma(n/2)$ the radial integral is a beta function,

$$\int d^dL_E\frac{(L_E^2)^k}{(L_E^2+\Delta)^n}=\frac{\Omega_d}{2}\Delta^{d/2+k-n}B\!\left(\tfrac d2+k,\,n-k-\tfrac d2\right).$$

The sign from the rotation is $i(-1)^{n+k}$, so that

$$\int\!\frac{d^dL}{(2\pi)^d}\frac{1}{(L^2-\Delta)^3}=\frac{-i\,\Gamma(1+\epsilon)}{2(4\pi)^{d/2}}\Delta^{-1-\epsilon},\qquad\int\!\frac{d^dL}{(2\pi)^d}\frac{L^2}{(L^2-\Delta)^3}=\frac{i\,d\,\Gamma(\epsilon)}{4(4\pi)^{d/2}}\Delta^{-\epsilon}.$$

Multiply by $-2ie^2\mu^{2\epsilon}$, use $e^2/(4\pi)^{2-\epsilon}=(\alpha/4\pi)(4\pi)^\epsilon$ and $(d-2)^2/2=2(1-\epsilon)^2$:

$$F_1=\frac{\alpha}{4\pi}(4\pi\mu^2)^\epsilon\int dx\,dy\left[2(1-\epsilon)^2\Gamma(\epsilon)\Delta^{-\epsilon}-\Gamma(1+\epsilon)N_0\Delta^{-1-\epsilon}\right].$$

The first term comes from large $L$. Its momentum integral converges for $\epsilon>0$, and its pole is ultraviolet, with residue $2\int dx\,dy=1$ in units of $\alpha/4\pi$. The second term contains $(xy)^{-1-\epsilon}$ and converges only for $\epsilon<0$. No single $\epsilon$ serves both, so each is computed where it converges and continued analytically.

Insert $\Delta=xy(-s)$, $\Gamma(\epsilon)=\Gamma(1+\epsilon)/\epsilon$ and $(1-x)(1-y)=z+xy$:

$$F_1=\frac{\alpha}{4\pi}\left(\frac{4\pi\mu^2}{-s}\right)^{\!\epsilon}\Gamma(1+\epsilon)\int dx\,dy\,(xy)^{-\epsilon}\left[\frac{2(1-\epsilon)^2}{\epsilon}+2\epsilon-2-\frac{2z}{xy}\right].$$

The constant part of the bracket is $2(1-\epsilon)[(1-\epsilon)/\epsilon-1]=2(1-\epsilon)(1-2\epsilon)/\epsilon$. The triangle formula and $\Gamma(1+a)=a\Gamma(a)$ give, with $c_V=\Gamma^2(1-\epsilon)/\Gamma(1-2\epsilon)$,

$$\int(xy)^{-\epsilon}=\frac{c_V}{(2-2\epsilon)(1-2\epsilon)},\qquad\int z\,(xy)^{-1-\epsilon}=\frac{\Gamma^2(-\epsilon)}{\Gamma(2-2\epsilon)}=\frac{c_V}{\epsilon^2(1-2\epsilon)}.$$

The sum is $c_V[1/\epsilon-2/(\epsilon^2(1-2\epsilon))]$, and over a common denominator

$$F_1=-\frac{\alpha}{4\pi}\left(\frac{4\pi\mu^2}{-s-i0}\right)^{\!\epsilon}\Gamma(1+\epsilon)\,c_V\,\frac{2-\epsilon+2\epsilon^2}{\epsilon^2(1-2\epsilon)} .$$

The propagators' $+i0$ means $\Delta\to\Delta-i0$, which fixes the continuation to $s>0$: $(-s-i0)^{-\epsilon}=s^{-\epsilon}e^{i\pi\epsilon}$.

## The self-energy on the external legs

With loop fermion momentum $k$ the same rules give $-i\Sigma=-e^2\mu^{2\epsilon}\int\frac{d^dk}{(2\pi)^d}\gamma^\nu\hat k\gamma_\nu/[k^2(k-p)^2]$. One parameter $z$ for the photon line gives the denominator $[(k-zp)^2-\Delta']^2$ with $\Delta'=-z(1-z)p^2$. The shift turns the numerator into $(2-d)z\hat p$, and the case $n=2$, $k=0$ of the radial formula gives $i\Gamma(\epsilon)\Delta'^{-\epsilon}/(4\pi)^{d/2}$. Hence $\Sigma=\hat p\,\Sigma_V$ with

$$\Sigma_V=-\frac{\alpha}{4\pi}(4\pi\mu^2)^\epsilon\,2(1-\epsilon)\Gamma(\epsilon)B(2-\epsilon,1-\epsilon)(-p^2)^{-\epsilon}.$$

The propagator $i/[\hat p(1-\Sigma_V)]$ has residue $Z_2=1+\Sigma_V$ at $p^2=0$, and each leg carries $\sqrt{Z_2}$, so the amplitude is multiplied by $1+F_1+\delta Z_2$. Continued to $\epsilon<0$, the factor $(-p^2)^{-\epsilon}$ vanishes on shell and $\delta Z_2=0$. This zero has structure. The ultraviolet pole does not depend on $p^2$ and equals $-2B(2,1)/\epsilon=-1/\epsilon$ in units of $\alpha/4\pi$, so

$$\delta Z_2=-\frac{\alpha}{4\pi}\left(\frac1{\epsilon_{UV}}-\frac1{\epsilon_{IR}}\right).$$

Its ultraviolet part cancels the $+1/\epsilon_{UV}$ of the vertex, as the Ward identity requires, and puts an infrared pole in its place. All poles of $F_1+\delta Z_2$ are infrared, and no counterterm is needed.

To first order $|1+F_1|^2=1+2\,\mathrm{Re}F_1$. With $S=(4\pi\mu^2/s)^\epsilon$,

$$\frac{\Gamma_V}{\Gamma_0}=\frac{\alpha}{2\pi}S\,V,\qquad V=-\cos(\pi\epsilon)\,\Gamma(1+\epsilon)\,c_V\,\frac{2-\epsilon+2\epsilon^2}{\epsilon^2(1-2\epsilon)} .$$

The imaginary part of $F_1$ begins with $-(\alpha/4\pi)\,2\pi/\epsilon$. It is a divergent phase of the amplitude, the Coulomb phase, and does not enter the rate at this order.

## Real emission: the squared amplitude

Let the photon have momentum $k$, set $P=p_1+k$, $K=p_2+k$, and define $y_1s=K^2$, $y_2s=P^2$, $y_3s=(p_1+p_2)^2$. For massless particles $q^2=2p_2\cdot k+2p_1\cdot k+2p_1\cdot p_2$, so $y_1+y_2+y_3=1$. For emission from the antifermion the momentum along the fermion arrow is $-K$, which gives the relative sign in

$$\Gamma^{\mu\nu}=\frac{\gamma^\nu\hat P\gamma^\mu}{P^2}-\frac{\gamma^\mu\hat K\gamma^\nu}{K^2}.$$

Since $\bar u\hat k\hat P=\bar u(\hat P-\hat p_1)\hat P=P^2\bar u$ and likewise $\hat K\hat kv=K^2v$, we have $k_\nu\bar u\Gamma^{\mu\nu}v=0$, and the photon polarization sum may be replaced by $-g_{\nu\nu'}$. The two factors $-g$ multiply to $+1$, so $T_3=\mathrm{Tr}[\hat p_1\Gamma^{\mu\nu}\hat p_2\bar\Gamma_{\mu\nu}]$, where $\bar\Gamma$ has the matrices in reverse order.

The first diagram squared needs the one-matrix identity twice and $\mathrm{Tr}[\hat a\hat P\hat b\hat P]=\mathrm{tr}1\,[2(a\cdot P)(b\cdot P)-P^2a\cdot b]$. With $p_1\cdot P=y_2s/2$ and $p_2\cdot P=(y_3+y_1)s/2$,

$$\frac{(d-2)^2}{(y_2s)^2}\mathrm{tr}1\,\frac{s^2}{2}\left[y_2(y_3+y_1)-y_2y_3\right]=2(1-\epsilon)^2\,\mathrm{tr}1\,\frac{y_1}{y_2}.$$

The second diagram squared follows from $y_1\leftrightarrow y_2$. One interference term is $-X/(y_1y_2s^2)$ with $X=\mathrm{Tr}[\hat p_1\gamma^\nu\hat P\gamma^\mu\hat p_2\gamma_\nu\hat K\gamma_\mu]$. The three-matrix identity in $\nu$, then the two-matrix identity in $\mu$, give

$$X=-2\,\mathrm{Tr}[\hat p_1\hat p_2(4P\cdot K-2\epsilon\hat P\hat K)]+2\epsilon\,\mathrm{Tr}[\hat p_1\hat P(4p_2\cdot K-2\epsilon\hat p_2\hat K)].$$

The ingredients are $P\cdot K=(y_1+y_2+y_3)s/2=s/2$, $p_2\cdot K=y_1s/2$, $p_1\cdot K=(y_3+y_2)s/2$ and

$$\mathrm{Tr}[\hat p_1\hat p_2\hat P\hat K]=\mathrm{tr}1\,\frac{s^2}{4}\left[y_3-y_1y_2+(y_3+y_2)(y_3+y_1)\right]=\mathrm{tr}1\,\frac{s^2y_3}{2},$$
$$\mathrm{Tr}[\hat p_1\hat P\hat p_2\hat K]=\mathrm{Tr}[\hat p_1\hat k\hat p_2\hat k]=\mathrm{tr}1\,\frac{s^2y_1y_2}{2},$$

where $\hat p_i\hat p_i=0$ and $k^2=0$ were used in the last line. Then

$$X=\mathrm{tr}1\,s^2\left[-2y_3(1-\epsilon)+2\epsilon(1-\epsilon)y_1y_2\right].$$

The other interference term is the complex conjugate and is equal, since $X$ is real. Dividing the four terms by $T_2=(1-\epsilon)s\,\mathrm{tr}1$,

$$\frac{T_3}{T_2}=\frac2s\,W,\qquad W=(1-\epsilon)\left(\frac{y_1}{y_2}+\frac{y_2}{y_1}\right)+\frac{2y_3}{y_1y_2}-2\epsilon .$$

We now have the virtual correction $V$, whose poles are all infrared, and the squared amplitude for real emission in the form of $W$. It remains to integrate $W$ over the three-body phase space, add the result to $V$ to verify that the sum is finite, and examine the regulator dependence, the effect of photon resolution and a numerical example.
